# Specific grain-boundary resistivity from the weak-scattering Mayadas-Shatzkes model

## Problem

A metal has a spherical Fermi surface, bulk resistivity \(\rho_0\), relaxation time \(\tau\) and mean free path \(\lambda=v_F\tau\). A current flows along \(x\). Flat grain boundaries normal to \(x\) stand at random positions with mean spacing \(D\). A boundary can reflect an electron elastically, which reverses \(v_x\) and leaves \(v_y,v_z\) unchanged.

Write \(\mu=|v_x|/v_F\), and let \(F(\mu)\) be the rate at which an electron is reflected. The Mayadas-Shatzkes (MS) model takes

\[
2F\tau=\frac{a}{\mu},\qquad a=\frac{\lambda}{D}\,\frac{R}{1-R},
\]

where \(R\) is the reflection parameter of the model. A simpler description is the boundary-density law,

\[
\rho=\rho_0+\gamma n,\qquad n=\frac1D ,
\]

with \(n\) the number of boundaries per length along the current and \(\gamma\) the specific boundary resistivity, in \(\Omega\,\mathrm{m}^2\).

1. Estimate \(\gamma\) by scaling.
2. Derive the MS resistivity, match it to the density law for weak boundary scattering, and show that \(\gamma=\tfrac32\rho_0\lambda R/(1-R)\).
3. Find how wrong the law can become when boundary scattering is not weak.
4. Relate \(R\) to the reflection probability of a thin barrier.

For numbers, use the round model parameters \(\rho_0=20\ \mathrm{n\Omega\,m}\), \(\lambda=40\) nm and \(R=0.20\).

## First estimate by scaling

An electron moving at about \(v_F\) meets boundaries at a rate of about \(v_F/D\). If a fraction of order \(R\ll1\) of these encounters reflects it, its momentum along \(x\) is lost at an additional rate of about \(v_FR/D\). Adding this to the bulk rate \(1/\tau\) gives

\[
\frac{\rho}{\rho_0}\sim \tau\left(\frac1\tau+\frac{v_FR}{D}\right)=1+\frac{\lambda R}{D}.
\]

For small \(R\), the factors \(R\) and \(R/(1-R)\) agree to leading order. With the second, which is the combination in the model, the estimate is

\[
\rho\sim\rho_0(1+a),\qquad \gamma\sim\rho_0\lambda\frac{R}{1-R}.
\]

The unit is right: \(\Omega\,\mathrm{m}\) times m. Scaling cannot supply the numerical factor, because it ignores the spread of directions on the Fermi surface and the exact momentum lost in a reflection.

The product \(\rho_0\lambda\) has a simple meaning. For free electrons of density \(n_e\), \(\rho_0=m/(n_ee^2\tau)\), so \(\rho_0\lambda=mv_F/(n_ee^2)\). The time \(\tau\) has cancelled. At fixed \(R\), \(\gamma\) therefore describes the boundary and the Fermi surface, not the bulk scattering.

## Exact solution of the model

### Resistivity

Let the electron charge be \(-e\), the field \(E\) point along \(x\), and the distribution be \(f_0(\varepsilon)+g\), with \(g\) linear in \(E\). The model replaces the randomly placed boundaries by a uniform reflection rate \(F\) in a uniform field. Its steady Boltzmann equation is

\[
-eEv_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{g(v_x)}{\tau}-F\,[g(v_x)-g(-v_x)].
\]

The last term counts electrons reflected out of and into the state. The equilibrium part \(f_0\) drops out of it because reflection conserves energy. The driving term is odd in \(v_x\), and both collision terms preserve this symmetry, so \(g(-v_x)=-g(v_x)\). The bracket is then \(2g(v_x)\), and

\[
g=eEv_x\tau^*\frac{\partial f_0}{\partial\varepsilon},\qquad
\frac1{\tau^*}=\frac1\tau+2F .
\]

The factor 2 arises because a reflection reverses \(v_x\) instead of merely setting its average to zero.

The current is the sum of \(-ev_xg\) over states, so each direction contributes in proportion to \(\mu^2\tau^*\). On a sphere, equal intervals of \(\mu\) have equal area. Dividing by the bulk value, for which \(\tau^*=\tau\), gives

\[
\frac{\rho_0}{\rho}
=\frac{\int_0^1\mu^2(\tau^*/\tau)\,d\mu}{\int_0^1\mu^2\,d\mu}
=3\int_0^1\frac{\mu^2}{1+a/\mu}\,d\mu
=3\int_0^1\frac{\mu^3}{\mu+a}\,d\mu .
\]

Polynomial division gives

\[
\frac{\mu^3}{\mu+a}=\mu^2-a\mu+a^2-\frac{a^3}{\mu+a}.
\]

The four terms integrate to \(\tfrac13\), \(-\tfrac a2\), \(a^2\) and \(-a^3\ln[(1+a)/a]\). Therefore

\[
\frac{\rho_0}{\rho}=1-\frac{3a}{2}+3a^2-3a^3\ln\!\left(1+\frac1a\right).
\]

### Matching at weak scattering

Weak boundary scattering means \(a\ll1\), or \(D\gg\lambda R/(1-R)\). A small \(R\) does not guarantee this if the grains are much smaller than \(\lambda\).

Write \(\rho_0/\rho=1-x\), with \(x=\tfrac32a-3a^2+O(a^3\ln(1/a))\). Then

\[
\frac{\rho}{\rho_0}=1+x+x^2+\dots
=1+\frac{3a}{2}+\left(-3+\frac94\right)a^2+\dots
\]

and hence

\[
\frac{\rho}{\rho_0}=1+\frac{3a}{2}-\frac{3a^2}{4}+O\!\left(a^3\ln\frac1a\right).
\]

To first order, the boundary term of the model must equal that of the density law:

\[
\frac32\,\rho_0\,\frac{\lambda}{D}\,\frac{R}{1-R}=\frac{\gamma}{D}.
\]

Both sides vary as \(1/D\). Multiplying by \(D\) gives a constant independent of grain size, as the law requires:

\[
\boxed{\gamma=\frac32\,\rho_0\lambda\,\frac{R}{1-R}}
\]

The density \(n\) needs care. A sample of cross-section \(A\) and length \(L\) contains \(L/D\) transverse planes of total area \(AL/D\), so \(n=1/D\) is also the transverse boundary area per volume. Cubic grains of edge \(D\) have two further sets of planes, parallel to the current, and a total boundary area per volume of \(3/D\). If the side planes reflect like mirrors, they leave \(v_x\) and the current unchanged. A law written with the total area then has the coefficient \(\gamma/3\).

### The law beyond weak scattering

The size of the error follows without an expansion. Since \(3\int_0^1\mu^2d\mu=1\),

\[
1-\frac{\rho_0}{\rho}
=3\int_0^1\mu^2\left(1-\frac{\mu}{\mu+a}\right)d\mu
=3a\int_0^1\frac{\mu^2}{\mu+a}\,d\mu .
\]

Dividing by \(\rho_0/\rho\) yields

\[
\frac{\rho}{\rho_0}-1
=a\,\frac{\int_0^1\mu^2/(\mu+a)\,d\mu}{\int_0^1\mu^3/(\mu+a)\,d\mu}
=\frac{a}{\langle\mu\rangle},
\]

where \(\langle\mu\rangle\) is the mean of \(\mu\) with weight \(w=\mu^2/(\mu+a)\).

Because \(\partial\ln w/\partial a=-1/(\mu+a)\), an increase of \(a\) suppresses small \(\mu\) more than large \(\mu\), and \(\langle\mu\rangle\) rises. For \(a\to0\) the weight is proportional to \(\mu\), and \(\langle\mu\rangle=(1/3)/(1/2)=2/3\). For \(a\to\infty\) it is proportional to \(\mu^2\), and \(\langle\mu\rangle=(1/4)/(1/3)=3/4\). Thus, for every finite \(a>0\),

\[
\frac{4a}{3}<\frac{\rho}{\rho_0}-1<\frac{3a}{2}.
\]

Within the MS model, the density law overestimates the boundary term, but by a factor smaller than \((3/2)/(4/3)=9/8\). In the model, where \(F\propto1/\mu\), electrons moving nearly parallel to the boundaries are the most strongly affected. (For separate planes this does not extend to \(\mu\to0\): an electron with \(\mu\lambda\ll D\) mostly scatters in the bulk before it reaches a plane, and its \(\tau^*/\tau\) stays finite instead of vanishing as \(\mu/(\mu+a)\).) As \(a\) grows, their share of the current falls, and the remaining current is carried by electrons that are less affected.

### What \(R\) means for a thin barrier

Model a boundary by the potential \(S\delta(x)\), and let \(k=\mu k_F\) be the normal wave number. With incident, reflected and transmitted amplitudes \(1,r,t\), continuity and the jump in slope require

\[
1+r=t,\qquad ik\,t-ik(1-r)=\frac{2mS}{\hbar^2}\,t .
\]

Put \(r=t-1\) in the second condition. Its left side becomes \(2ik(t-1)\). With \(b=mS/(\hbar^2k_F)\), division by \(2k\) gives \(i(t-1)=(b/\mu)t\), so

\[
t=\frac1{1+ib/\mu},\qquad r=t-1=\frac{-ib/\mu}{1+ib/\mu},\qquad
|r|^2=\frac{b^2}{b^2+\mu^2}.
\]

At normal incidence, \(\mu=1\), the reflection probability is \(R_n=b^2/(1+b^2)\), and \(R_n/(1-R_n)=b^2\).

For a weak barrier, the Born form is \(|r|^2\simeq b^2/\mu^2\). An electron meets \(v_F\mu/D\) boundaries per time. If reflections at different boundaries add as independent events,

\[
F=\frac{v_F\mu}{D}\,\frac{b^2}{\mu^2}=\frac{v_Fb^2}{D\mu},\qquad
2F\tau=\frac{2\lambda b^2}{D\mu}.
\]

This has the MS angular dependence, with \(a=2(\lambda/D)b^2\). Comparison with the definition of \(a\) gives

\[
\frac{R}{1-R}=2b^2=\frac{2R_n}{1-R_n}.
\]

The parameter \(R\) is therefore not the normal-incidence reflection probability of this barrier. Inserting \(R_n\) in place of \(R\) in the boxed formula would lose a factor of two.

As the reflection probability of a single plane, the Born form fails at grazing incidence: it exceeds one for \(\mu<b\). It is, however, exactly the ratio \(|r|^2/(1-|r|^2)=b^2/\mu^2\). This ratio is the quantity that adds when planes reflect in series without interference and without bulk scattering between them, so for \(D\ll\lambda\) the MS rate with \(a=2(\lambda/D)b^2\) is not restricted to weak barriers. If instead the full \(|r|^2\) is used as an independent rate, \(2F\tau=2(\lambda/D)\mu b^2/(b^2+\mu^2)\). To first order in \(\lambda/D\), the added resistivity is the average of \(2F\tau\) with weight \(3\mu^2\):

\[
\frac{\rho}{\rho_0}-1\simeq
\frac{6\lambda b^2}{D}\int_0^1\frac{\mu^3}{\mu^2+b^2}\,d\mu .
\]

Writing \(\mu^3/(\mu^2+b^2)=\mu-b^2\mu/(\mu^2+b^2)\), the integral is \(\tfrac12-\tfrac12b^2\ln(1+1/b^2)\). Since \(\gamma=3\rho_0\lambda b^2\) in terms of \(b\), the coefficient of \(1/D\) becomes

\[
\gamma_{\rm full}=\gamma\left[1-b^2\ln\!\left(1+\frac1{b^2}\right)\right].
\]

It approaches \(\gamma\) as \(b\to0\). This result still assumes a uniform reflection rate and a uniform field. Near a plane that reflects strongly, the electron distribution and the field vary with position, which the averaged equation omits. The omission is plain for \(b\to\infty\): \(\gamma_{\rm full}\) tends to \(\tfrac32\rho_0\lambda\), although impenetrable planes would block the current. Thus \(\gamma_{\rm full}\) shows the effect of the angular form within the averaged equation; it is not the exact resistivity of a barrier with finite reflection. At finite \(R\), the boxed result is a coefficient of the MS model and should be used with an \(R\) defined or fitted in that model.

## Comparison of estimate and solution

For the given parameters, \(R/(1-R)=0.20/0.80=0.25\). Scaling gives

\[
\gamma\sim(20\times10^{-9})(40\times10^{-9})(0.25)
=2.0\times10^{-16}\ \Omega\,\mathrm{m}^2,
\]

while the solution gives \(\gamma=3.0\times10^{-16}\ \Omega\,\mathrm{m}^2\), or \(3.0\times10^{-12}\ \Omega\,\mathrm{cm}^2\). The estimate has the right dependence on every parameter of the model but is one third too low. The missing factor is the average of \(1/\mu\) over the current-carrying directions, \(3\int_0^1\mu^2(1/\mu)\,d\mu=3/2\). The scaling rate \(a/\tau\) equals the model's momentum-loss rate \(2F\) at \(\mu=1\), and the average over directions raises it by this factor. The agreement at \(\mu=1\) rests on the model's definition of \(R\): the reflection rate there is only \(F=a/(2\tau)\), and the reversal of \(v_x\) doubles its effect.

The table compares resistivities in \(\mathrm{n\Omega\,m}\). "Scaling" is \(\rho_0(1+a)\), "law" is \(\rho_0+\gamma/D\), and "MS" is the closed formula.

| \(D\) (nm) | \(a\) | Scaling | Law | MS |
|---:|---:|---:|---:|---:|
| 400 | 0.025 | 20.50 | 20.75 | 20.74 |
| 100 | 0.100 | 22.00 | 23.00 | 22.92 |
| 40 | 0.250 | 25.00 | 27.50 | 27.14 |
| 10 | 1.000 | 40.00 | 50.00 | 47.56 |

Relative to the MS boundary term \(\rho-\rho_0\), the law's boundary term is too large by 1.0, 2.9, 5.1 and 8.9 percent, from the widest to the narrowest spacing. These errors stay below the bound of 12.5 percent. Even at \(a=1\), where the expansion has no small parameter, the law is a fair approximation to the model because \(\langle\mu\rangle\) can vary only between 2/3 and 3/4.

The small curvature still matters when \(\gamma\) is read from a slope. A straight line through the MS values at \(D=40\) and 10 nm has slope

\[
\frac{(47.556-27.135)\ \mathrm{n\Omega\,m}}{(0.100-0.025)\ \mathrm{nm}^{-1}}
\simeq2.7\times10^{-16}\ \Omega\,\mathrm{m}^2,
\]

about 9 percent below \(\gamma\). Its intercept at \(1/D=0\) is about \(20.3\ \mathrm{n\Omega\,m}\), slightly above \(\rho_0\). The matched coefficient is the slope in the limit of large \(D\).

The meaning assigned to \(R\) matters more. For a thin barrier, \(R=0.20\) corresponds to \(b^2=0.25/2=0.125\) and \(R_n=0.125/1.125\simeq0.11\). Within the averaged rate equation, its full angular reflection lowers the large-\(D\) slope by the factor \(1-0.125\ln9\simeq0.73\), to \(2.2\times10^{-16}\ \Omega\,\mathrm{m}^2\). This reduction is a property of the averaged equation and should not be read as a prediction for separate planes. The variation of the electron distribution and the field near each plane, which that equation omits, raises the resistance and cancels most of the reduction. For widely separated thin barriers with \(b^2=0.125\) and isotropic, charge-conserving bulk relaxation, the position-resolved Boltzmann equation gives a slope of about \(0.95\gamma\), or \(2.8\times10^{-16}\ \Omega\,\mathrm{m}^2\), much closer to \(\gamma\) than to \(\gamma_{\rm full}\).

Numerical values quoted here were computed with a short program.
